**Exact Ornstein-Uhlenbeck sampling of a rough resist edge**

The program generates a Gaussian edge with covariance \(\sigma^2e^{-|y-y'|/\xi}\) on a nonuniform grid, where \(\sigma\) is the rms displacement, \(\xi\) the correlation length and \(y\) the position along the line. It asserts that the recursion's generator matrix reproduces the covariance and equals the Cholesky factor; the printed errors are below \(10^{-15}\) in nm² and nm respectively. In a sample of 400,000 edges, the largest covariance deviation is 1.60 standard errors. The program also asserts the two-neighbour law for off-grid points against dense Gaussian conditioning, and the covariance after three insertions. Further assertions cover a nonstationary start, the variance bias of Euler steps on a uniform grid, and the loss of precision at very small gaps. Other assertions cover formulas for blur, scan-mean removal, the variance of linear interpolation and the crossing probability of two edges. For the chosen parameters, a 3 nm blur lowers the rms displacement from 1.20 to 1.11 nm and the rms change over 1 nm from 0.375 to 0.102 nm.

## Verification by program

```python
# Result under test: an edge x(y) with covariance
#   C(y, y') = sigma^2 exp(-|y - y'| / xi)
# is generated exactly on any ordered grid by
#   x_first = sigma g,   x_next = rho x + sigma sqrt(1 - rho^2) g_next,
#   rho = exp(-gap / xi),  g = independent standard normal draws.
# sigma: rms edge displacement (nm); xi: correlation length (nm);
# y: position along the line (nm).  Off-grid points are drawn from the
# conditional law given their two neighbours.
import numpy as np
import mpmath as mp
from scipy.special import erfc
from scipy.stats import norm
from scipy.optimize import brentq

sigma, xi = 1.2, 20.0
y = np.array([0.0, 1.0, 3.0, 4.0, 9.0, 20.0, 22.0, 50.0])
n = len(y)


def kernel(points):
    return sigma**2 * np.exp(-np.abs(points[:, None] - points[None, :]) / xi)


def exact_coefficients(points):
    q = np.diff(points) / xi
    return np.exp(-q), sigma * np.sqrt(-np.expm1(-2 * q))


def euler_coefficients(points):
    q = np.diff(points) / xi
    return 1 - q, sigma * np.sqrt(2 * q)


def run_recursion(noise, coefficients, start_std):
    rho, amplitude = coefficients
    x = np.empty_like(noise)
    x[0] = start_std * noise[0]
    for k in range(len(rho)):
        x[k + 1] = rho[k] * x[k] + amplitude[k] * noise[k + 1]
    return x


def bridge(a, p, b):
    s = np.sinh((b - a) / xi)
    left, right = np.sinh((p - a) / xi), np.sinh((b - p) / xi)
    return right / s, left / s, 2 * sigma**2 * left * right / s


def insert_point(points, generator, p):
    r = np.searchsorted(points, p)
    w_left, w_right, var = bridge(points[r - 1], p, points[r])
    row = w_left * generator[r - 1] + w_right * generator[r]
    wide = np.hstack([generator, np.zeros((len(points), 1))])
    new_row = np.append(row, np.sqrt(var))
    return np.insert(points, r, p), np.insert(wide, r, new_row, axis=0)


print(f"rms displacement sigma = {sigma:.2f} nm, 3 sigma = {3*sigma:.2f} nm")
print(f"correlation length xi = {xi:.1f} nm")

# Unit noise vectors turn the recursion into its generator matrix.
C = kernel(y)
coef = exact_coefficients(y)
A = run_recursion(np.eye(n), coef, sigma)
cov_error = np.max(np.abs(A @ A.T - C))
chol_error = np.max(np.abs(A - np.linalg.cholesky(C)))
assert cov_error < 1e-12 and chol_error < 1e-11
print(f"largest covariance error of generator = {cov_error:.1e} nm^2")
print(f"largest difference from Cholesky factor = {chol_error:.1e} nm")

# One edge, followed node by node.
rng = np.random.default_rng(2718)
draws = np.round(rng.standard_normal(n), 3)
edge = run_recursion(draws, coef, sigma)
assert np.allclose(edge, np.linalg.cholesky(C) @ draws, atol=1e-11)
print("one edge: y (nm), rho, noise amplitude (nm), draw g, x (nm)")
print(f"  {y[0]:5.1f}  start   {sigma:.5f}  {draws[0]:7.3f}  {edge[0]:8.4f}")
for k in range(1, n):
    print(f"  {y[k]:5.1f}  {coef[0][k-1]:.5f} {coef[1][k-1]:.5f}"
          f"  {draws[k]:7.3f}  {edge[k]:8.4f}")

# Sampling test of the covariance and of its standard error.
count, batches = 400000, 400
X = run_recursion(rng.standard_normal((n, count)), coef, sigma)
sample_cov = X @ X.T / count
diag = np.diag(C)
std_error = np.sqrt((np.outer(diag, diag) + C**2) / count)
worst = np.max(np.abs(sample_cov - C) / std_error)
assert worst < 5
print(f"number of sampled edges = {count}")
print("pair (nm, nm): target, sampled, standard error (nm^2)")
for i, j in [(1, 2), (2, 5), (4, 6), (0, 7)]:
    print(f"  ({y[i]:.0f}, {y[j]:.0f}): {C[i,j]:.4f}, "
          f"{sample_cov[i,j]:.4f}, {std_error[i,j]:.4f}")
    spread = (X[i] * X[j]).reshape(batches, -1).mean(axis=1).std(ddof=1)
    assert abs(spread / (std_error[i, j] * np.sqrt(batches)) - 1) < 0.18
print(f"worst deviation over all pairs = {worst:.2f} standard errors")

# A start at zero displacement leaves a decaying covariance deficit.
for start in (0.0, 1.7 * sigma):
    B = run_recursion(np.eye(n), coef, start)
    extra = (start**2 - sigma**2) * np.exp(-(y[:, None] + y - 2*y[0]) / xi)
    assert np.allclose(B @ B.T, C + extra, atol=1e-12)
Z = run_recursion(np.eye(n), coef, 0.0)
z_std = np.sqrt(np.sum(Z**2, axis=1))
print(f"zero start: rms at {y[3]:.0f} nm = {z_std[3]:.4f} nm, "
      f"at {y[-1]:.0f} nm = {z_std[-1]:.4f} nm")

# First-order Euler coefficients.
E = run_recursion(np.eye(n), euler_coefficients(y), sigma)
E_cov = E @ E.T
print(f"Euler on this grid: rms at last node = {np.sqrt(E_cov[-1,-1]):.4f} nm")
print(f"Euler covariance of last two nodes = {E_cov[-2,-1]:.4f} nm^2, "
      f"target {C[-2,-1]:.4f} nm^2")
step = 5.0
uniform = step * np.arange(201)
U = run_recursion(np.eye(201), euler_coefficients(uniform), sigma)
euler_ratio = np.sum(U[-1]**2) / sigma**2
assert abs(euler_ratio - 1 / (1 - step / (2 * xi))) < 1e-10
print(f"Euler, uniform {step:.0f} nm step: variance/sigma^2 = {euler_ratio:.4f}")

# Cancellation in 1 - rho^2 for a very small gap.
q = 1e-12
mp.mp.dps = 50
reference = 1 - mp.exp(-2 * mp.mpf(q))
naive_error = abs(float((mp.mpf(float(1 - np.exp(-2*q))) - reference)
                        / reference))
safe_error = abs(float((mp.mpf(float(-np.expm1(-2*q))) - reference)
                       / reference))
assert safe_error < 1e-14 and naive_error > 1e-6
print(f"gap/xi = {q:.0e}: relative error of 1-rho^2, "
      f"direct {naive_error:.1e}, expm1 {safe_error:.1e}")

# Conditional law at an off-grid point, against dense conditioning.
p = 36.0
cross = sigma**2 * np.exp(-np.abs(y - p) / xi)
weights = np.linalg.solve(C, cross)
cond_var = sigma**2 - cross @ weights
w_left, w_right, b_var = bridge(y[-2], p, y[-1])
assert np.allclose(weights[-2:], [w_left, w_right], atol=1e-11)
assert np.max(np.abs(weights[:-2])) < 1e-11
assert abs(cond_var - b_var) < 1e-11
print(f"insertion at {p:.0f} nm: weights {w_left:.5f}, {w_right:.5f}, "
      f"conditional rms {np.sqrt(b_var):.4f} nm")
points, G = y.copy(), A.copy()
for new in (p, 30.0, 14.5):
    points, G = insert_point(points, G, new)
G_cov = G @ G.T
insert_error = np.max(np.abs(G_cov - kernel(points)))
assert insert_error < 1e-12
print(f"covariance error after three insertions = {insert_error:.1e} nm^2")
for a, b in [(14.5, 36.0), (30.0, 36.0)]:
    i, j = np.searchsorted(points, [a, b])
    print(f"  inserted pair ({a}, {b}) nm: generated {G_cov[i,j]:.4f}, "
          f"target {kernel(points)[i,j]:.4f} nm^2")
linear_var = np.sum(((A[-2] + A[-1]) / 2)**2)
gap = y[-1] - y[-2]
assert abs(linear_var - sigma**2 * (1 + np.exp(-gap/xi)) / 2) < 1e-12
print(f"linear interpolation at {p:.0f} nm: rms = {np.sqrt(linear_var):.4f} nm")

# Neglected effect: Gaussian averaging along the edge.
blur = 3.0


def blurred_correlation(d):
    t = blur / xi
    return 0.5 * np.exp(t**2) * (
        np.exp(-d/xi) * erfc(t - d/(2*blur))
        + np.exp(d/xi) * erfc(t + d/(2*blur)))


u = np.linspace(-18, 18, 721)
g = np.exp(-u**2 / (2 * blur**2))
g /= g.sum()
K = [g @ np.exp(-np.abs(u[:, None] - u + d) / xi) @ g for d in (0.0, 1.0)]
K_formula = [blurred_correlation(d) for d in (0.0, 1.0)]
assert np.allclose(K, K_formula, atol=1e-5)  # quadrature error at the kink
assert abs((K[0] - K[1]) / (K_formula[0] - K_formula[1]) - 1) < 0.01
assert abs(K_formula[0] - np.exp((blur/xi)**2) * erfc(blur/xi)) < 1e-13
raw_inc = sigma * np.sqrt(2 * (1 - np.exp(-1/xi)))
blur_inc = sigma * np.sqrt(2 * (K_formula[0] - K_formula[1]))
print(f"blur s = {blur:.1f} nm: variance factor {K_formula[0]:.4f}, "
      f"rms {sigma*np.sqrt(K_formula[0]):.4f} nm")
print(f"rms increment over 1 nm: model {raw_inc:.4f} nm, "
      f"blurred {blur_inc:.4f} nm")

# Neglected effect: a smoother edge with roughness exponent H.
H = 0.7
d = np.linspace(0, 100, 10001)
difference = np.exp(-(d/xi)**(2*H)) - np.exp(-d/xi)
m = np.argmax(np.abs(difference))
smooth_matrix = np.exp(-(np.abs(y[:, None] - y) / xi)**(2*H))
assert np.linalg.eigvalsh(smooth_matrix)[0] > 0
one_step = np.exp(-1.0)
two_steps = np.exp(-0.5**(2*H))**2
assert abs(two_steps - one_step) > 0.05
print(f"H = {H}: largest correlation change {difference[m]:.4f} "
      f"at {d[m]:.2f} nm")
print(f"H = {H}: correlation at 20 nm {one_step:.4f}, "
      f"square of that at 10 nm {two_steps:.4f}")

# Removal of the mean of a finite scan.
L, cells = 1000.0, 2000
mid = (np.arange(cells) + 0.5) * L / cells
mean_fraction = kernel(mid).mean() / sigma**2
formula = 2*xi/L - 2*(xi/L)**2 * (1 - np.exp(-L/xi))
assert abs(mean_fraction - formula) < 2e-5  # finite cell size
print(f"scan {L:.0f} nm, mean removed: variance loss = {100*formula:.2f} %")

# Length at which the rms increment equals the step itself.
steep = brentq(lambda s: 2*sigma**2*(-np.expm1(-s/xi)) - s**2, 0.01, 5)
assert abs(steep / (2*sigma**2/xi) - 1) < 0.01
print(f"rms increment equals step at {steep:.4f} nm, "
      f"estimate 2 sigma^2/xi = {2*sigma**2/xi:.4f} nm")

# Gaussian probability that two independent edges cross at one position.
width = 16.0
probability = norm.sf(width / (np.sqrt(2) * sigma))
x = np.linspace(-20, 20, 8001)
integral = np.sum(norm.pdf(x, scale=sigma)
                  * norm.sf((width - x) / sigma)) * (x[1] - x[0])
assert abs(integral / probability - 1) < 1e-6
print(f"line width {width:.0f} nm: width rms {np.sqrt(2)*sigma:.4f} nm, "
      f"crossing probability {probability:.1e}")

print("finished without a failed check")
```

It prints:

```
rms displacement sigma = 1.20 nm, 3 sigma = 3.60 nm
correlation length xi = 20.0 nm
largest covariance error of generator = 4.4e-16 nm^2
largest difference from Cholesky factor = 3.3e-16 nm
one edge: y (nm), rho, noise amplitude (nm), draw g, x (nm)
    0.0  start   1.20000    0.320    0.3840
    1.0  0.95123 0.37018   -0.052    0.3460
    3.0  0.90484 0.51091   -2.205   -0.8135
    4.0  0.95123 0.37018    0.478   -0.5968
    9.0  0.77880 0.75273    0.209   -0.3075
   20.0  0.57695 0.98014    0.442    0.2558
   22.0  0.90484 0.51091   -0.060    0.2008
   50.0  0.24660 1.16294   -0.524   -0.5599
number of sampled edges = 400000
pair (nm, nm): target, sampled, standard error (nm^2)
  (1, 3): 1.3030, 1.3011, 0.0031
  (3, 20): 0.6155, 0.6156, 0.0025
  (9, 22): 0.7517, 0.7515, 0.0026
  (0, 50): 0.1182, 0.1171, 0.0023
worst deviation over all pairs = 1.60 standard errors
zero start: rms at 4 nm = 0.6890 nm, at 50 nm = 1.1960 nm
Euler on this grid: rms at last node = 2.0794 nm
Euler covariance of last two nodes = -0.7295 nm^2, target 0.3551 nm^2
Euler, uniform 5 nm step: variance/sigma^2 = 1.1429
gap/xi = 1e-12: relative error of 1-rho^2, direct 2.2e-05, expm1 4.8e-17
insertion at 36 nm: weights 0.39835, 0.39835, conditional rms 0.9329 nm
covariance error after three insertions = 4.4e-16 nm^2
  inserted pair (14.5, 36.0) nm: generated 0.4915, target 0.4915 nm^2
  inserted pair (30.0, 36.0) nm: generated 1.0668, target 1.0668 nm^2
linear interpolation at 36 nm: rms = 0.9474 nm
blur s = 3.0 nm: variance factor 0.8509, rms 1.1070 nm
rms increment over 1 nm: model 0.3748 nm, blurred 0.1021 nm
H = 0.7: largest correlation change 0.0902 at 6.43 nm
H = 0.7: correlation at 20 nm 0.3679, square of that at 10 nm 0.4687
scan 1000 nm, mean removed: variance loss = 3.92 %
rms increment equals step at 0.1435 nm, estimate 2 sigma^2/xi = 0.1440 nm
line width 16 nm: width rms 1.6971 nm, crossing probability 2.1e-21
finished without a failed check
```
